# Mean Vibrational Excitation of an Adsorbate by Temporary Electron Attachment

A scanning tunnelling tip stands above a silicon surface covered by one layer of chlorine, which acts as a resist of atomic thickness. Now and then a tunnelling electron stays on a Si–Cl bond for a few femtoseconds. The charged bond prefers another length, so the atoms start to move. When the electron leaves, the bond is neutral again, but it is stretched or moving. How much vibrational energy has one such visit left behind?

## The model

Let $x$ be the bond coordinate, measured from the neutral equilibrium and positive outward, and let $m$ be its effective mass. The neutral mode is harmonic:

$$H_0=\hbar\omega\left(a^\dagger a+\tfrac12\right),\qquad x=\ell(a+a^\dagger),\qquad \ell=\sqrt{\frac{\hbar}{2m\omega}} .$$

The length $\ell$ is the root-mean-square zero-point displacement. While the electron is attached, the well keeps its frequency and its minimum moves to $x_0$:

$$\tfrac12 m\omega^2(x-x_0)^2=\tfrac12 m\omega^2x^2-m\omega^2x_0\,x+\tfrac12 m\omega^2x_0^2 .$$

The Huang–Rhys factor measures the last term in quanta:

$$S=\frac{m\omega x_0^2}{2\hbar}=\frac{x_0^2}{4\ell^2},\qquad \tfrac12m\omega^2x_0^2=S\hbar\omega .$$

For the linear term, $\ell=\hbar/(2m\omega\ell)$ gives $m\omega^2x_0\ell=\hbar\omega\,x_0/(2\ell)=\hbar\omega\sqrt S$ for $x_0>0$. Apart from the zero-point energy and the electronic energy, which are constants, the Hamiltonian of the charged bond is therefore

$$H_1=\hbar\omega\left[a^\dagger a-\sqrt S\,(a+a^\dagger)+S\right].$$

The mode starts in the ground state $|0\rangle$ of $H_0$. The electron has mean residence time $\tau$, and I write $\theta=\omega\tau$. The result to be shown is that the mean number of quanta left per completed attachment is

$$N=\frac{2S\theta^2}{1+\theta^2}.$$

## First derivation: random residence times

Assume that attachment and detachment are sudden, so that each changes the Hamiltonian and leaves the vibrational state as it is. Assume also that the residence time $t$ is random, with probability density $e^{-t/\tau}/\tau$.

During attachment, $[a,a^\dagger]=1$ gives

$$\frac{da}{dt}=\frac{1}{i\hbar}[a,H_1]=-i\omega\left(a-\sqrt S\right).$$

The difference $a-\sqrt S$ rotates at frequency $\omega$, so

$$a(t)=a\,e^{-i\omega t}+\sqrt S\left(1-e^{-i\omega t}\right).$$

Since $a|0\rangle=0$, the first term drops out when $a(t)$ acts on the initial state. The state at time $t$ is thus a coherent state of the neutral mode with amplitude $\sqrt S(1-e^{-i\omega t})$. Its mean number of neutral quanta is

$$n(t)=S\left|1-e^{-i\omega t}\right|^2=2S(1-\cos\omega t)=4S\sin^2\frac{\omega t}{2}.$$

After detachment $H_0$ conserves this number. It remains to average the cosine:

$$\int_0^\infty \frac{dt}{\tau}\,e^{-t/\tau}\cos\omega t
=\mathrm{Re}\,\frac{1}{1-i\omega\tau}=\frac{1}{1+\theta^2}.$$

Hence

$$N=2S\left(1-\frac1{1+\theta^2}\right)=\frac{2S\theta^2}{1+\theta^2}.$$

**Thermal start.** For an initial number state $|n_0\rangle$, the terms of $a^\dagger(t)a(t)$ that are linear in $a$ or $a^\dagger$ have zero expectation value. The mean is then $n_0+n(t)$, so the gain does not depend on $n_0$. The same mean gain holds for a thermal mixture, provided that the attachment probability does not depend on $n_0$.

## Second derivation: resonance scattering

Now treat the electron as a wave, with no moments of arrival or departure. Let $E$ be the total energy of electron and vibration, on the same scale as $H_1$. The electron enters the resonance with a constant amplitude and leaves it with a width $\Gamma=\hbar/\tau$ that depends neither on energy nor on $x$. The vibrational state in the resonance is then, up to a constant factor,

$$|\varphi(E)\rangle=\left(E-H_1+\tfrac{i}{2}\Gamma\right)^{-1}|0\rangle .$$

If every final electron channel is open and equally coupled, the probability of leaving $n$ quanta is proportional to $|\langle n|\varphi(E)\rangle|^2$. Electrons that pass without entering the resonance, and their interference with those that do, are left out. Let the incident energies form a flat band that covers all vibrational levels of the charged bond with appreciable weight and extends beyond them by many widths $\Gamma$. Then

$$N=\frac{\int dE\,\langle\varphi|a^\dagger a|\varphi\rangle}{\int dE\,\langle\varphi|\varphi\rangle}.$$

Define $b=a-\sqrt S$. Multiplying out $b^\dagger b$ shows that $H_1=\hbar\omega\,b^\dagger b$. Its eigenstates $|\tilde k\rangle$ have energies $k\hbar\omega$. Because $b|0\rangle=-\sqrt S\,|0\rangle$, the initial state is a coherent state in this basis:

$$c_k=\langle\tilde k|0\rangle=e^{-S/2}\frac{(-\sqrt S)^k}{\sqrt{k!}} .$$

Each pair of eigenstates $j,k$ brings the energy integral

$$I_{jk}=\int_{-\infty}^{\infty}\frac{dE}{\left(E-j\hbar\omega-\frac i2\Gamma\right)\left(E-k\hbar\omega+\frac i2\Gamma\right)} .$$

Close the contour in the upper half plane, around the pole at $E=j\hbar\omega+i\Gamma/2$:

$$I_{jk}=\frac{2\pi i}{(j-k)\hbar\omega+i\Gamma}=\frac{2\pi}{\Gamma-i(j-k)\hbar\omega}.$$

The denominator of $N$ contains the diagonal terms alone and equals $2\pi/\Gamma$, since $\sum_k c_k^2=1$. After division, each pair carries the factor

$$\frac{I_{jk}}{2\pi/\Gamma}=\frac{1}{1-i(j-k)\theta},$$

because $\hbar\omega/\Gamma=\omega\tau=\theta$. The number operator in the shifted basis is

$$a^\dagger a=(b^\dagger+\sqrt S)(b+\sqrt S)=b^\dagger b+S+\sqrt S\,(b+b^\dagger).$$

The first two terms are diagonal and have factor 1. The Poisson weights $c_k^2$ have mean $S$, so these terms give $S+S=2S$. The last term links neighbouring levels, $j-k=\pm1$. The sum it needs is

$$\sum_k c_k c_{k+1}\sqrt{k+1}=\langle0|b|0\rangle=-\sqrt S .$$

The two signs of $j-k$ contribute complex conjugate factors, hence

$$N=2S+\sqrt S\,(-\sqrt S)\left[\frac1{1-i\theta}+\frac1{1+i\theta}\right]=2S-\frac{2S}{1+\theta^2}=\frac{2S\theta^2}{1+\theta^2}.$$

In this picture the deposit is reduced below $2S$ by interference between neighbouring vibrational levels of the charged bond. A short lifetime makes these levels overlap, and the reduction is then nearly complete.

## What each derivation assumes

The first derivation assumes random instants of attachment and detachment. The second assumes constant couplings, open channels and a flat band of energies. They agree because the resolvent is a time integral:

$$|\varphi(E)\rangle=-\frac i\hbar\int_0^\infty dt\;e^{iEt/\hbar}\,e^{-\Gamma t/2\hbar}\,e^{-iH_1t/\hbar}|0\rangle .$$

By Parseval's theorem, integration over all $E$ removes the interference between different times. What remains is an average over $t$ with weight $e^{-\Gamma t/\hbar}=e^{-t/\tau}$. This also fixes the convention: $\tau$ is the lifetime of the population, and the amplitude decays half as fast.

With electrons of one sharp energy, the interference between times survives and the result changes. The short-lifetime case shows by how much. Let $\varepsilon=E-S\hbar\omega$ be the distance from the vertical energy $\langle0|H_1|0\rangle=S\hbar\omega$. Since $(H_1-S\hbar\omega)|0\rangle=-\sqrt S\,\hbar\omega|1\rangle$, the resolvent to first order in this coupling gives

$$|\varphi\rangle\simeq G|0\rangle-\sqrt S\,\hbar\omega\,G^2|1\rangle,\qquad G=\frac1{\varepsilon+i\Gamma/2}.$$

The mean number is the ratio of the two probabilities, to leading order:

$$N(\varepsilon)\simeq S(\hbar\omega)^2|G|^2=\frac{S(\hbar\omega)^2}{\varepsilon^2+\Gamma^2/4}.$$

At $\varepsilon=0$ this is $4S\theta^2$, twice the band average $2S\theta^2$. The expansion treats all of $H_1-S\hbar\omega$ as small against $\Gamma/2$, including the energy $\hbar\omega$ of the level $|1\rangle$, so it requires both $2\theta\ll1$ and $2\sqrt S\,\theta\ll1$. For $S=1.3$ and $\theta=0.01$, the full resolvent gives a ratio of 1.998. Electrons in the wings of the resonance deposit less than those at its centre, and they bring the average down.

## Short and long lifetimes

For $\theta\ll1$ the atoms hardly move during the visit. They feel the vertical force, that is, the force at the neutral geometry, $F=m\omega^2x_0$. In a time $t$ it gives them a momentum $Ft$ and an energy $F^2t^2/2m$. For exponential residence times $\langle t^2\rangle=2\tau^2$, so the mean energy is

$$\frac{F^2\tau^2}{m}=m\omega^4x_0^2\tau^2=2S\theta^2\,\hbar\omega ,$$

in agreement with the formula. A fixed residence time equal to $\tau$ would leave half as much in this limit, because the rare long visits count heavily.

For $\theta\gg1$ the average runs over many oscillations and $N\to2S$. The mean position follows $x_0(1-\cos\omega t)$, whose square averages to $\tfrac32x_0^2$. The potential energy in the neutral well therefore holds $\tfrac32S$ quanta. The mean momentum is $m\omega x_0\sin\omega t$, which gives $\tfrac12S$ quanta of kinetic energy. A diagonalization with $S=1.3$ and $\theta=300$ gives 1.950 and 0.650 quanta. A visit of half a period, $t=\pi/\omega$, leaves $4S$ on average; the limit $2S$ belongs to the lifetime average.

## Spread of the deposit

At fixed $t$ the number of quanta is Poisson distributed with mean $\lambda=2S(1-\cos\omega t)$, because the state is coherent. The total variance is the mean of the Poisson variance, which is $N$, plus the variance of $\lambda$. With $u=\theta^2$,

$$\langle\cos\omega t\rangle=\frac1{1+u},\qquad \langle\cos^2\omega t\rangle=\frac12\left(1+\frac1{1+4u}\right)=\frac{1+2u}{1+4u}.$$

The variance of $\lambda$ is $4S^2\left[\langle\cos^2\omega t\rangle-\langle\cos\omega t\rangle^2\right]$. Over a common denominator the numerator of the bracket is $(1+2u)(1+u)^2-(1+4u)=5u^2+2u^3$, so

$$\mathrm{Var}(n)=N+\frac{4S^2u^2(5+2u)}{(1+4u)(1+u)^2}.$$

The distribution is wider than a Poisson law with the same mean.

## A chlorine resist on silicon

Take rough typical values for a Si–Cl bond: a stretch quantum of 70 meV, a bond energy of 4 eV and a resonance lifetime of 2 fs. The shift $x_0=0.015$ nm is a chosen model value. Mass numbers 28 and 35 give a reduced mass of $28\cdot35/63=15.56$ u. Then $\omega=1.0635\times10^{14}$ rad/s and $\ell=0.00438$ nm, so

$$S=\frac{0.015^2}{4\,(0.00438)^2}=2.93,\qquad \theta=1.0635\times10^{14}\times2\times10^{-15}=0.2127 .$$

The mean deposit is

$$N=\frac{2(2.93)(0.2127)^2}{1+(0.2127)^2}=0.254\ \text{quanta},$$

or 17.8 meV. The impulse estimate $2S\theta^2=0.265$ is about 5% higher than this. A fixed residence time of 2 fs would leave 0.132 quanta.

Most visits leave nothing: the probabilities of zero, one, and two or more quanta are 0.84, 0.11 and 0.05. The standard deviation is 0.73 quanta, against $\sqrt{0.254}=0.50$ for a Poisson law with this mean.

With $S$ and $\omega$ held fixed, lifetimes of 1, 5, 20 and 100 fs give 0.066, 1.29, 4.80 and 5.81 quanta. The growth is nearly quadratic at first and then levels off towards $2S=5.86$.

**Shape of the wells.** A charged bond need not keep its frequency. If the ionic frequency is 20% lower and the minimum stays at $x_0$, the deposit falls to 0.113 quanta. If the minimum is moved so that the vertical force is unchanged, it is 0.272, within about 7% of the harmonic result. Two Morse wells of 4 eV depth with the same curvature at the minimum behave alike; for them "quanta" means the deposited energy divided by 70 meV. A rigid shift of 0.015 nm gives 0.453 quanta, while a shift of 0.0115 nm, which restores the vertical force, gives 0.236. For short lifetimes it is therefore better to define $x_0$ as $F/(m\omega^2)$, from the slope of the ionic curve at the neutral geometry, than from the distance between the minima.

**Comparison with the real process.** The quantum, bond energy and lifetime are rough values, and the shift is a chosen one. $N$ grows as the square of the shift and, for short lifetimes, nearly as the square of the lifetime, so an error in either matters. Real surfaces break several assumptions, with these effects when each is changed alone:

- The silicon atom is tied to the crystal. If it is held rigid, with force constant and shift unchanged, the moving mass is 35 u and the deposited energy drops from 17.8 to 8.1 meV. The impulse law explains this, since the energy varies as $1/m$ at fixed force. The rigid clamp is an extreme limit and not the real case: during 2 fs back-bonds of realistic stiffness hardly act, and the silicon atom recoils almost as if free. A chain of silicon atoms behind the bond, with its highest phonon at 64 meV, leaves the total deposit at 17.7 meV, of which 16.2 meV is in the local stretch mode.
- With 3 V across 0.8 nm the field is 37.5 MV/cm. For electrons injected from the tip, the sample is positive and the field pulls the added charge inward. If this charge sits on the chlorine, the pull opposes the assumed outward shift; charge on a free silicon atom would instead help to stretch the bond. The full unscreened force along the bond is 3.75 eV/nm, or 14% of the vertical force of 27.35 eV/nm. If all of it acted on the bond coordinate, $N$ would fall to 0.189. For one electron charge on the chlorine in this uniform field, this is the largest reduction. With a free silicon atom, chlorine moves by only 28/63 of a change in bond length, so only this fraction of the force acts on $x$; screening or a tilted bond would weaken it further.
- The electron energies are limited. With the vertical resonance energy 2.5 eV above the Fermi level of the sample and equal weight for all energies up to 3 eV, $N$ is 0.287. The window cuts off part of both wings, where the deposit is small; the upper cut alone gives 0.280 and the lower cut alone 0.259. At the sharp vertical energy $N$ would be 0.409.

The ground-state start is a mild assumption here. At 300 K the mode holds 0.07 quanta on average, which does not alter the mean gain for random residence times or a flat band of energies; at one sharp energy the gain does depend on the initial level. For a current of 1 nA and one attachment per hundred electrons, attachments are 16 ns apart on average. With an assumed mode lifetime of 10 ps, the mean excitation left from earlier visits is $0.254\times(10\ \text{ps}/16\ \text{ns})\approx1.6\times10^{-4}$ quanta.

A width $\Gamma$ that changes with bond length would also change the deposit and can raise or lower it; this effect is not estimated here. The result is also no desorption yield. Breaking the bond takes an energy equal to about 57 harmonic quanta, while one visit leaves a quarter of a quantum on average. A yield depends on the rare large deposits, on repeated excitation and on the anharmonic upper part of the well, which the harmonic mode does not describe. The full set of values is in the numerical output.

## Table of computed values

```
Test: largest error of n(t), propagation: 6.7e-14 quanta
Test: largest error of N, diagonalization: 4.4e-15 quanta
Test S=1.3, omega tau=0.6: N propagated 0.688235, formula 0.688235 quanta
Test S=1.3, omega tau=300: potential part 1.9500, kinetic part 0.6500 quanta
Test: sharp/band ratio at omega tau=0.01: 1.9984
Input vibrational quantum: 70.0 meV
Input displacement x0: 0.0150 nm
Input lifetime tau: 2.0 fs
Input mass numbers Si, Cl: 28, 35
Input bond energy: 4.0 eV
Reduced mass: 15.556 u
Angular frequency: 1.0635e+14 rad/s
Vibrational period: 59.08 fs
Zero-point rms displacement: 0.00438 nm
Force constant: 1823.4 eV/nm^2
Vertical force: 27.35 eV/nm
Huang-Rhys factor S: 2.9305
Relaxation energy S hbar omega: 0.2051 eV
omega tau: 0.21270
Resonance width hbar/tau: 0.3291 eV
Mean deposit N, formula: 0.25368 quanta
Mean deposit N, real-space grid: 0.25368 quanta
Mean deposited energy: 17.757 meV
Impulse estimate: 0.26515 quanta
Fixed residence time equal to tau: 0.13208 quanta
Standard deviation: 0.7287 quanta
Probability of 0, 1, 2 or more quanta: 0.8382, 0.1099, 0.0520
N for tau = 1 fs: 0.0655 quanta
N for tau = 5 fs: 1.2919 quanta
N for tau = 20 fs: 4.8000 quanta
N for tau = 100 fs: 5.8097 quanta
Long-lifetime limit 2S: 5.8610 quanta
Bond energy in quanta: 57.1
Ion frequency ratio, softer well: 0.80
Softer ion, same shift: 0.1128 quanta
Softer ion, same vertical force: 0.2716 quanta
Morse wells, same shift: 0.4528 quanta
Morse wells, same vertical force: 0.2360 quanta
Morse shift giving the same force: 0.01154 nm
Input bias and gap: 3.0 V, 0.8 nm
Tip field: 37.5 MV/cm
Field force / vertical force: 0.1371
N with opposing tip field (bound): 0.1889 quanta
Deposited energy, rigid substrate: 8.087 meV
N at sharp vertical energy: 0.4090 quanta
Input resonance energy above Fermi level: 2.5 eV
N for finite bias window: 0.2868 quanta
Thermal occupation at 300 K: 0.0715 quanta
Input current, attachment fraction: 1.0 nA, 0.01
Input mode lifetime: 10.0 ps
Mean time between attachments: 16.02 ns
Leftover mean excitation: 1.58e-04 quanta
```
